# The no-pair Lindhard function of free Dirac electrons and its static expansion, part 2

The problem is the static density response \(\chi=\delta n/V\) of non-interacting Dirac electrons to a weak scalar potential energy of wave vector \(\mathbf q\), at zero temperature and in Gaussian units. The aim is its expansion in \(q^2\).

Positive-energy states with \(k<k_F\) are filled (\(n_k=1\), otherwise 0), two per \(\mathbf k\), so \(n=k_F^3/3\pi^2\). The energies are \(\pm\hbar cw\), with \(w=\sqrt{k^2+\kappa^2}\) and \(\kappa=mc/\hbar\). Primes refer to \(\mathbf k'=\mathbf k+\mathbf q\), \(\mu\) is the cosine between \(\mathbf k\) and \(\mathbf q\), \(x=w'-w\), and \(\int_k=\int d^3k/(2\pi)^3\). Also \(\beta=k_F/\kappa\), \(\eta=\sqrt{1+\beta^2}\), \(v=\beta/\eta\), \(w_F=k_F/v\) and \(A=\operatorname{arsinh}\beta\).

The spin-summed squared spinor overlaps are \(F=2-G\) between positive-energy states and \(G=(q^2-x^2)/2ww'\) between states of opposite energy sign. At leading order in \(1/c^2\) the reduction of \(F\) is the Darwin smearing of the coupling.

The strict no-pair function, with the potential sandwiched between fixed free projectors, is
\[
\chi_{np}=(\hbar c)^{-1}\int_kF(n_k-n_{k'})/(w-w').
\]
The blocking term is \(\chi_B=(2/\hbar c)\int_kn_kG/(w+w')\). The no-sea function \(\chi_{ns}=\chi_{np}+\chi_B\) occupies the positive-energy solutions in the potential itself. A filled sea adds \(\chi_{vac}\), equal to \(-\chi_B\) with \(n_k\to1\).

With \(L(k)=\ln|(2k+q)/(2k-q)|\) and \(J(K)=\int_0^KkL\,dk\), the earlier results needed are
\[
J(K)=\Big(\frac{K^2}2-\frac{q^2}8\Big)L(K)+\frac{qK}2 , \tag{8}
\]
\[
\chi_{ns}(q,0)=-\frac1{4\pi^2\hbar c\,q}\int_0^{k_F}\frac{k\,dk}{w}\big[(4w^2-q^2)L(k)+4kq\big]. \tag{9}
\]
The nonrelativistic Lindhard function, with \(y=q/2k_F\), is
\[
\chi\to-\frac{mk_F}{\pi^2\hbar^2}\Big[\frac12+\frac{1-y^2}{4y}\ln\Big|\frac{1+y}{1-y}\Big|\Big],
\]
whose bracket begins \(1-q^2/12k_F^2\).

The "spinor quadrature" used in tests is direct numerical integration with spinors from diagonalizing the Dirac Hamiltonian.

The question to be answered first is this: expanding (9) uses \(L=q/k+q^3/12k^3+\dots\), which fails for \(k<q/2\) and whose second term diverges at \(k=0\). How is this legitimate?

**A.** The factors multiplying \(L\) in (9) are \(k\) times an even function of \(k\), so consider one odd power, \(I_j(K)=\int_0^Kk^{2j+1}L\,dk\). Integrate by parts as for (8), with the antiderivative \([k^{2j+2}-(q/2)^{2j+2}]/(2j+2)\). It is divisible by \(4k^2-q^2\), so the remaining integrand is \(q\) times a polynomial in \(k^2\) and \(q^2\). Hence \(I_j\) is odd and analytic in \(q\) for \(q<2K\), and homogeneous of degree \(2j+2\) in \(K\) and \(q\):
\[
I_j=\sum_lc_l\,q^{2l+1}K^{2j+1-2l}.
\]
The power of \(K\) is odd and never zero, so no term is independent of \(K\), and \(\partial I_j/\partial K=K^{2j+1}L(K)\) fixes every \(c_l\). The rule is therefore to expand \(L\), integrate term by term with the antiderivative that is odd in \(k\), and evaluate it at the upper limit alone. For \(j=0\), (8) gives \(J=Kq-q^3/12K\), in agreement, and this case was tested by quadrature. The functions \(w\) and \(1/w\) have power series in \(k^2\) for \(k<\kappa\). Choose \(k_0\) with \(q/2<k_0<\min(\kappa,k_F)\). Below \(k_0\) use those series and the rule; above \(k_0\) the series of \(L\) converges uniformly; the values at \(k_0\) cancel. So \(\chi_{ns}\) has a convergent series in \(q^2\) at least for \(q<2\min(\kappa,k_F)\).

**Q.** Then carry it out.

**A.** Sorting (9) by powers of \(q\),
\[
-4\pi^2\hbar c\,q\,\chi_{ns}=4q\int_0^{k_F}\Big(w+\frac{k^2}w\Big)dk+q^3\int^{k_F}\Big(\frac{w}{3k^2}-\frac1w\Big)dk+O(q^5),
\]
where \(w/3k^2\) comes from \(4wk\cdot q^3/12k^3\) and \(-1/w\) from \(-q^2(k/w)\cdot q/k\). With \(dw/dk=k/w\), the derivative of \(kw\) is \(w+k^2/w\), that of \(\operatorname{arsinh}(k/\kappa)\) is \(1/w\), and that of \(-w/k\) is \(w/k^2-1/w\). The odd antiderivative of \(w/k^2\) is thus \(-w/k+\operatorname{arsinh}(k/\kappa)\), equal to \(-1/v+A\) at \(k_F\). The \(q^3\) integral is \((-1/v+A)/3-A=-(1/v+2A)/3\), and
\[
\chi_{ns}=\chi_0+\frac{q^2}{12\pi^2\hbar c}\Big(\frac1v+2A\Big),\qquad\chi_0=-\frac{k_Fw_F}{\pi^2\hbar c}=-\frac{mk_F\eta}{\pi^2\hbar^2}.
\]
The leading term is \(-dn/dE_F\), since \(dn=k_F^2dk_F/\pi^2\) and \(dE_F=\hbar c\,k_Fdk_F/w_F\). Define \(C\) by
\[
\chi=\chi_0\Big[1-C\frac{q^2}{12k_F^2}+O(q^4)\Big]=\chi_0+\frac{q^2}{12\pi^2\hbar c}\,\frac Cv+O(q^4), \tag{10}
\]
where the second form uses \(k_Fw_F=k_F^2/v\). Then \(C_{ns}=1+2vA\).

**Q.** That is not the function I asked about. What is the coefficient for the strict no-pair function?

**A.** Subtract \(\chi_B\). Its integrand is smooth in \(\mathbf k\), so a plain Taylor expansion in \(q\) holds. From \(x=(2kq\mu+q^2)/(w+w')=kq\mu/w+O(q^2)\), \(G=q^2(1-k^2\mu^2/w^2)/2w^2+O(q^3)\), a form that was tested against the spinors. Reversing \(q\) is the same as reversing \(\mu\), so odd powers of \(q\) vanish in the angular average. With \(\langle\mu^2\rangle=1/3\), \(w+w'\to2w\) and \(\int_k\to\int k^2dk/2\pi^2\),
\[
\chi_B=\frac{q^2}{4\pi^2\hbar c}\int_0^{k_F}\Big(\frac{k^2}{w^3}-\frac{k^4}{3w^5}\Big)dk+O(q^4).
\]
The derivative of \(k/w\) is \(\kappa^2/w^3\), and \(1/w-\kappa^2/w^3=k^2/w^3\), so the first integral is \(A-v\). The derivative of \((k/w)^3/3\) is \(k^2\kappa^2/w^5\), and \(k^2/w^3-k^2\kappa^2/w^5=k^4/w^5\), so \(\int k^4/w^5=A-v-v^3/3\). The bracket integrates to \(\tfrac23(A-v)+v^3/9\), and comparison with (10) gives \(C_B=v(2A-2v+v^3/3)\). In \(C_{np}=C_{ns}-C_B\) the terms \(2vA\) cancel:
\[
C_{np}=1+2v^2-\frac{v^4}3=1+\frac{2\beta^2}{1+\beta^2}-\frac{\beta^4}{3(1+\beta^2)^2},\qquad C_{ns}=1+\frac{2\beta}{\eta}\operatorname{arsinh}\beta. \tag{11}
\]
Both functions share \(\chi_0\), because \(\chi_B\) starts at \(q^2\). Both coefficients tend to the Lindhard value 1 as \(\beta\to0\). For \(\beta\to\infty\), \(C_{np}\to8/3\), while \(C_{ns}\) grows as \(1+2\ln2\beta\). For their difference note that \(\tanh A=\beta/\eta\), so \(A=v+v^3/3+v^5/5+\dots\) and \(C_B=v^4+\tfrac25v^6+\dots\), which is \(\beta^4\) at leading order. The test fitted a polynomial in \(q^2\) to the spinor quadrature, assuming neither \(\chi_0\) nor \(C\). At \(\beta=1\) fit and formula give \(C_{np}=1.91667\) and \(C_{ns}=2.24645\); at \(\beta=10\) they give 2.65343 and 6.96669.

**Q.** You found \(C_{np}\) as a difference. How much of it is due to the spinor overlap, and how much to the dispersion?

**A.** Insert \(F=2-G\) into \(\chi_{np}\). The part with \(F=2\) is the Lindhard sum for particles with energy \(\hbar cw\) and trivial spin. The remainder is \(-(\hbar c)^{-1}\int_kG(n_k-n_{k'})/(w-w')\). Regard \(n\) as a step function of \(w\). Then \((n_k-n_{k'})/(w-w')=\int_0^1dt\,n'(w+tx)\), which tends to \(-\delta(w-w_F)\) as \(q\to0\). Since \(G\) is already of order \(q^2\), this limit suffices, and the \(q^3\) term vanishes by the parity argument. With \(k\,dk=w\,dw\),
\[
\chi_{ov}=\frac1{\hbar c}\,\frac{k_Fw_F}{2\pi^2}\,\frac{q^2(1-v^2/3)}{2w_F^2}=\frac{q^2}{4\pi^2\hbar c}\,v\Big(1-\frac{v^2}3\Big),
\]
and (10) gives \(C_{ov}=3v^2-v^4\). The rest is \(C_{disp}=C_{np}-C_{ov}=1-v^2+\tfrac23v^4\). Both pieces were tested separately by repeating the quadrature with \(F=2\). Inserting the relativistic energy alone lowers \(C\) below 1 for every \(0<v<1\), since \(\tfrac23v^2<1\); the overlap loss, the Darwin factor at small \(v\), reverses the sign of the correction, giving \(C_{np}=1+2\beta^2+O(\beta^4)\).

**Q.** Why does the logarithm cancel, and does it matter for the range of the expansion?

**A.** The factor \(n_k-n_{k'}\) confines \(\chi_{np}\) to a shell of width \(q\) around the Fermi surface. There \(w\) and \(w'\) are near \(w_F\ge k_F\), and the overlap and the denominator vary on the scale \(k_F\) or longer, so the expansion parameter is \(q/k_F\) whatever \(\beta\) is, and the \(q^2\) coefficient depends on quantities at \(k_F\). The blocking term collects all \(k<k_F\). For \(\kappa\ll k\ll k_F\) its integrand is \(\tfrac23dk/k\), which gives the logarithm, cut off below at \(\kappa\). The expansion of \(G\) assumed \(q\ll w\), which near \(k=0\) means \(q\ll\kappa\).

For \(\kappa\ll q\ll k_F\) set \(\kappa=0\) in (9), so \(w=k\) and the integrand is \((4k^2-q^2)L+4kq\). Integrate by parts with \(M=\tfrac43k^3-q^2k=\tfrac k3(4k^2-q^2)-\tfrac23q^2k\) and \(-L'=4q/(4k^2-q^2)\):
\[
\int_0^{K}(4k^2-q^2)L\,dk=M(K)L(K)+\frac{2qK^2}3-\frac{q^3}3\ln\Big|\frac{4K^2-q^2}{q^2}\Big| .
\]
At \(K=q/2\), \(M=-q^3/3\) and the two logarithmic singularities cancel, so the formula continues across that point. For \(q\ll K\), \(ML=\tfrac43K^2q+q^3/9-q^3\). Adding \(2qK^2\) from the term \(4kq\), the total is \(4K^2q-\tfrac89q^3-\tfrac23q^3\ln(2K/q)\). Dividing by \(4K^2q\) gives the form (10) with \(C\) replaced by \(8/3+2\ln(2k_F/q)\): the wave number \(q\) has replaced \(\kappa\) as the lower cutoff.

The test took \(\beta=100\) and \(q=0.1k_F=10\kappa\), and the effective coefficient \(12(1-\chi/\chi_0)k_F^2/q^2\). For the no-pair function it is 2.6665, as in (11). For the no-sea function it is 8.600, against 11.596 from (11) and 8.658 from the massless form. The last gap comes mainly from the finite \(\kappa/q\): with \(q=0.1k_F\) held fixed, (9) gives a gap of 0.058 at \(\beta=100\), 0.015 at \(\beta=200\) and 0.004 at \(\beta=400\), where \(\kappa/q\) is 0.1, 0.05 and 0.025. The shell argument for \(\chi_{np}\) needs \(q<k_F\); for larger \(q\) the shell reaches \(k=0\), where the scale \(\kappa\) enters. At \(\kappa=0\) the ratio \(\chi_{np}/\chi_0\) is exactly \(1-\tfrac83q^2/12k_F^2\) for \(q<k_F\) and departs from that form above \(k_F\), so at large \(\beta\) the no-pair series serves only up to about \(k_F\). No power series reaches beyond \(q=2k_F\), where \(L(k_F)\) is singular, and all of this is for zero temperature.

**Q.** You dropped the vacuum. Could it change the \(q^2\) coefficient?

**A.** The expansion used for \(\chi_B\), with \(n_k\to1\) and the sign reversed, gives a \(q^2\) term \(-(q^2/4\pi^2\hbar c)\int(k^2/w^3-k^4/3w^5)dk\), which diverges logarithmically. In the dielectric function derived below it enters as \(-4\pi e^2\chi/q^2\), a constant independent of \(q\) and of the density. It rescales every Coulomb interaction alike, and it is removed by defining \(e\) as the charge seen at long distance in empty space. The remainder has no \(q^3\) term by parity. Its \(q^4\) term has an integrand falling as \(k^{-3}\), so it converges, and by dimensions it is a number times \(q^4/\hbar c\kappa^2\). The number is found here numerically: quadrature of the subtracted integrand at \(q=0.1\kappa\) gives 0.9989 times \(1/60\pi^2\), and the \(q^4\) scaling was tested by doubling \(q\). So at the level of one loop, for \(q\ll\kappa\), \(C_{ns}\) is also the coefficient with the filled and renormalized sea, and \(C_{np}\) misses it by \(C_B\).

**Q.** What depends on \(C\)?

**A.** Two things follow directly. In the mean-field (random-phase) treatment with the static Coulomb interaction, the electrons respond to \(V_{tot}=V_{ext}+4\pi e^2\delta n/q^2\) with \(\delta n=\chi V_{tot}\), so \(\epsilon=V_{ext}/V_{tot}=1-4\pi e^2\chi/q^2\). The second form of (10), with \(\alpha=e^2/\hbar c\), gives
\[
\epsilon=\frac{k_{TF}^2}{q^2}+1-\frac{\alpha\eta C}{3\pi\beta}+O(q^2),\qquad k_{TF}^2=-4\pi e^2\chi_0=\frac{4e^2mk_F\eta}{\pi\hbar^2}. \tag{12}
\]
Exchange, correlation and the transverse interaction are left out.

The second is the gradient term of the non-interacting kinetic energy \(T_s[n]\). Assume that weakly modulated densities arise from a local potential. Stationarity of \(T_s+\int Vn\) at fixed particle number, linearized about the uniform gas, reads \(K(q)\,\delta n+V=0\) for \(q\ne0\), where \(K\) is the second functional derivative of \(T_s\). Hence \(K=-1/\chi\). To second order in gradients \(T_s=\int[t(n)+B(n)|\nabla n|^2]\), a term \(a(n)\nabla^2n\) being brought to this form by parts, so \(K=t''+2Bq^2\). Inverting (10), \(2B=\pi^2\hbar^2C/12mk_F^3\eta\), and \(k_F^3=3\pi^2n\) gives
\[
T_s^{(2)}=\frac{\hbar^2}{72m}\int d^3r\,\frac{|\nabla n|^2}{n}\,\frac{C}{\eta}. \tag{13}
\]
The coefficient was tested by fitting \(-1/\chi\) from the quadrature. A four-component Kohn-Sham scheme that occupies the positive-energy orbitals of its own potential has \(C_{ns}\) here; a scheme with the fixed free-particle projector has \(C_{np}\).

**Q.** Give me numbers at a density where a heavy atom needs them.

**A.** Take two electrons in the Dirac \(1s_{1/2}\) level of a point nucleus with \(Z=45\). Left out are the electron repulsion, the outer shells, the nuclear size and radiative shifts, so this sets a density scale and is not the density of the atom. With \(V=-Ze^2/r\) the radial equations are \(g'-g/r=(E-V+mc^2)f/\hbar c\) and \(f'+f/r=-(E-V-mc^2)g/\hbar c\). Try \(g=r^\gamma e^{-Zr/a_0}\), \(f=-\sigma g\), \(E=\gamma mc^2\), with \(Z/a_0=Z\alpha\kappa\). In the first equation the constant terms give \(Z\alpha=(1+\gamma)\sigma\) and the \(1/r\) terms give \(1-\gamma=Z\alpha\sigma\). In the second they give \(Z\alpha\sigma=1-\gamma\) and \((1+\gamma)\sigma=Z\alpha\), the same pair. Eliminating \(\sigma\), \(\gamma^2=1-(Z\alpha)^2\). The closed shell is spherical with \(n\propto(g^2+f^2)/r^2\), and normalizing to two electrons with \(\int_0^\infty r^{2\gamma}e^{-br}dr=\Gamma(2\gamma+1)/b^{2\gamma+1}\) gives
\[
n(r)=\frac{2\,(2Z/a_0)^{2\gamma+1}r^{2\gamma-2}e^{-2Zr/a_0}}{4\pi\,\Gamma(2\gamma+1)} .
\]
Here \(Z\alpha=45\times0.00729735=0.328381\) and \(\gamma=0.944545\). At \(r=a_0/Z=1.176\times10^{-10}\) cm the density is \(n=5.42145\times10^{28}\) cm\(^{-3}\). The digits that follow belong to the uniform gas at this density and serve to compare the two definitions.

\(k_F=(3\pi^2n)^{1/3}=1.17088\times10^{10}\) cm\(^{-1}\), and \(\beta=1.17088\times10^{10}\times3.861593\times10^{-11}=0.45215\). Then \(\eta=1.09747\), \(v=0.45215/1.09747=0.41199\) and \(A=0.43801\). With \(a_0=\hbar^2/me^2=5.291772\times10^{-9}\) cm, \(\chi_0\) in bohr\(^{-3}\) hartree\(^{-1}\) is \(-k_Fa_0\eta/\pi^2=-6.890\), or \(-1.0665\times10^{36}\) cm\(^{-3}\) erg\(^{-1}\). From \(k_{TF}^2=4k_F\eta/\pi a_0\), \(k_{TF}=1.7584\times10^9\) cm\(^{-1}\), which is 9.305 bohr\(^{-1}\). The coefficients are
\[
C_{np}=1+2(0.41199)^2-\tfrac13(0.41199)^4=1.3299=0.8495+0.4804,
\]
\[
C_{ns}=1+2(0.41199)(0.43801)=1.3609,
\]
the split being dispersion plus overlap. The difference \(C_B=0.0310\) lies below \(\beta^4=0.0418\) because its series starts as \(v^4=\beta^4/\eta^4\). The gradient factors \(C/\eta\) in (13) are 1.212 and 1.240: the relativistic increase over the value 1 is above a fifth, and the two definitions differ by 0.028. At \(r=a_0/Z\) the density scales as \((Z/a_0)^3\) up to the \(\gamma\) dependence, so in this model \(\beta\propto Z\alpha\), \(C-1\propto Z^2\) and \(C_B\propto Z^4\) at leading order.

At \(q=k_F/2\) the series gives \(\chi_{np}/\chi_0=1-1.32987\times0.25/12=0.97229\), and the quadrature gives 0.97222, lower by \(7.7\times10^{-5}\) in units of \(\chi_0\). The no-sea values are 0.97165 and 0.97159, and the nonrelativistic Lindhard ratio is 0.97890. In (12), \((1.75836/5.85440)^2+0.997501=1.08771\), against 1.08770 from the full \(\chi_{np}\).

**Q.** The \(1s\) density falls off as \(e^{-2Zr/a_0}\). Is that wave number not far too large for a \(q^2\) series?

**A.** It is \(q=2Z/a_0=1.7008\times10^{10}\) cm\(^{-1}=1.4525\,k_F\), which is not small. The full ratios \(\chi/\chi_0\) are 0.7568 (no-pair) and 0.7528 (no-sea), and the series gives 0.7662 and 0.7607, too high by 0.0093 and 0.0080 in units of \(\chi_0\). Relative to the drop \(1-0.7568\), the no-pair error is about 4 percent. This small error is not a general property of the series. At the same \(q/k_F\) the nonrelativistic series gives \(1-1.4525^2/12=0.8242\) against the full 0.7995, an error of 0.025, about 12 percent of its drop \(1-0.7995\). The terms beyond \(q^2\) depend on \(\beta\) and were not derived here, so the 4 percent holds for this example only. For \(\chi_{ns}\) convergence was shown for \(q<2\min(\kappa,k_F)\), which holds here since \(\beta<1\). The truncation error exceeds the gap between the two definitions at this \(q\), while the shift from the nonrelativistic ratio 0.7995 exceeds both. These statements concern the linear response of a uniform gas. A \(1s\) shell is not a weak modulation of one, so they do not establish the accuracy of (13) in the core. The full set of values is in the numerical output below.

## Calculated quantities

```
beta   C_np(quadrature)  C_np  C_ns(quadrature)  C_ns  (dimensionless)
 0.1  1.01977  1.01977  1.01987  1.01987
 0.5  1.38667  1.38667  1.43041  1.43041
 1.0  1.91667  1.91667  2.24645  2.24645
 3.0  2.53000  2.53000  4.45026  4.45026
10.0  2.65343  2.65343  6.96669  6.96669
beta=100, q=0.1 kF: C_np eff 2.6665, formula 2.6665
  C_ns eff 8.600, formula 11.596, 8/3+2ln(2kF/q) 8.658
vacuum 60 pi^2 chi_R/q^4 at q=0.1 mc/hbar = 0.9989 (hbar=m=c=1)
alpha = 0.00729735, hbar/mc = 3.861593e-11 cm, a0 = 5.291772e-09 cm
Z = 45, Z alpha = 0.328381, gamma = 0.944545, r = 1.17595e-10 cm
n = 5.42145e+28 cm^-3, kF = 1.17088e+10 cm^-1
beta = 0.452146, eta = 1.097468, v = 0.411990, arsinh beta = 0.438006
chi0 = -1.06645e+36 cm^-3 erg^-1 = -6.88978 bohr^-3 hartree^-1
kTF = 1.75836e+09 cm^-1 = 9.3048 bohr^-1
C_disp = 0.84947, C_overlap = 0.48040, C_np = 1.32987
C_block = 0.03104, C_ns = 1.36091, beta^4 = 0.04179
gradient factor C/eta: np 1.21176, ns 1.24004
constant in epsilon, 1-alpha eta C/(3 pi beta), np: 0.997501
constant in epsilon, 1-alpha eta C/(3 pi beta), ns: 0.997442
q = kF/2 = 5.85440e+09 cm^-1, q/kF = 0.50000
  nonrelativistic Lindhard chi/chi0 = 0.978899
  np: chi = -1.03682e+36 cm^-3 erg^-1, epsilon = 1.087703
  np: chi/chi0 = 0.972218, q^2 series 0.972294, diff -7.68e-05
  ns: chi = -1.03616e+36 cm^-3 erg^-1, epsilon = 1.087646
  ns: chi/chi0 = 0.971595, q^2 series 0.971648, diff -5.29e-05
q = 2Z/a0 = 1.70075e+10 cm^-1, q/kF = 1.45254
  nonrelativistic Lindhard chi/chi0 = 0.799544
  np: chi = -8.07127e+35 cm^-3 erg^-1, epsilon = 1.008090
  np: chi/chi0 = 0.756835, q^2 series 0.766178, diff -9.34e-03
  ns: chi = -8.02778e+35 cm^-3 erg^-1, epsilon = 1.008046
  ns: chi/chi0 = 0.752756, q^2 series 0.760720, diff -7.96e-03
```
